\section*{The leading quantum correction to the second virial coefficient}

\section{Result}

Two structureless particles of mass $m$ interact through a smooth, non-constant spherical potential $U(r)$. Their reduced mass is $\mu=m/2$, and $\beta=1/(k_BT)$. With exchange set aside, the second virial coefficient, defined by $p/(k_BT)=\rho+B\rho^2+\dots$ for number density $\rho$, is
\begin{equation}
B=B_{\rm cl}+B_{\rm q}+O(\hbar^4),\qquad
B_{\rm cl}=-2\pi\int_0^\infty\left(e^{-\beta U}-1\right)r^2\,dr ,
\end{equation}
\begin{equation}
B_{\rm q}=\frac{\pi\hbar^2\beta^3}{12\mu}\int_0^\infty e^{-\beta U}\left(\frac{dU}{dr}\right)^2r^2\,dr>0 .
\label{main}
\end{equation}
For equal masses the prefactor is $\pi\hbar^2\beta^3/(6m)$. The integrand is nowhere negative and is positive wherever there is a force, so the sign is the same for attraction and repulsion. The proportionality to $\hbar^2$, equally to $h^2$, holds at fixed $U$, $m$ and $T$. It belongs to this leading term and not to the whole quantum effect.

It is assumed that $U$ falls off faster than $r^{-3}$ and its derivatives correspondingly faster. Any repulsive core is either finite or so steep that $e^{-\beta U}$ suppresses every derivative that occurs. The series is used for small $\hbar$; its convergence is not claimed.

\section{Simple case: one particle on a line}

Let $H=-(\hbar^2/2\mu)\partial_x^2+U(x)$, with $U$ confining. The trace can be taken in plane waves:
\begin{equation}
Z=\int\frac{dx\,dp}{2\pi\hbar}\,F,\qquad F=e^{-ipx/\hbar}e^{-\beta H}e^{ipx/\hbar}.
\end{equation}
Here $e^{-\beta H}$ acts on the plane wave, so $F$ is a function of $x$, $p$ and $\beta$. Differentiation gives $\partial_\beta F=-(e^{-ipx/\hbar}He^{ipx/\hbar})F$. Moving the plane wave through $H$ replaces $\partial_x$ by $\partial_x+ip/\hbar$, so
\begin{equation}
e^{-ipx/\hbar}He^{ipx/\hbar}=\frac{p^2}{2\mu}+U-\frac{i\hbar p}{\mu}\partial_x-\frac{\hbar^2}{2\mu}\partial_x^2 .
\end{equation}
The first two terms are the classical energy $E$. Split off its Boltzmann factor, $F=e^{-\beta E}w$. Then $\partial_\beta F=e^{-\beta E}(\partial_\beta w-Ew)$ and $\partial_xF=e^{-\beta E}Dw$, where $D=\partial_x-\beta U'$. The terms in $E$ cancel, leaving
\begin{equation}
\partial_\beta w=\frac{\hbar^2}{2\mu}D^2w+\frac{i\hbar p}{\mu}Dw,\qquad w(\beta=0)=1 .
\label{bloch1}
\end{equation}
Insert $w=1+\hbar w_1+\hbar^2w_2+\dots$. Since $D1=-\beta U'$, the first order is
\begin{equation}
\partial_\beta w_1=-\frac{i\beta p}{\mu}U'\quad\Rightarrow\quad w_1=-\frac{i\beta^2p}{2\mu}U' .
\end{equation}
The second order needs two quantities:
\begin{align}
D^21&=(\partial_x-\beta U')(-\beta U')=-\beta U''+\beta^2U'^2,\\
\frac{ip}{\mu}Dw_1&=\frac{ip}{\mu}\left(-\frac{i\beta^2p}{2\mu}\right)(U''-\beta U'^2)
=\frac{p^2}{2\mu^2}\left(\beta^2U''-\beta^3U'^2\right).
\end{align}
Half the first divided by $\mu$, plus the second, is $\partial_\beta w_2$. Integration from $\beta=0$ gives
\begin{equation}
w_2=\frac{\beta^3U'^2}{6\mu}-\frac{\beta^2U''}{4\mu}
+p^2\left(\frac{\beta^3U''}{6\mu^2}-\frac{\beta^4U'^2}{8\mu^2}\right).
\end{equation}
The momentum integral has the weight $e^{-\beta p^2/2\mu}$, so $w_1$ averages to zero and $p^2$ to $\mu/\beta$. The coefficients become $-\tfrac14+\tfrac16=-\tfrac1{12}$ for $U''$ and $\tfrac16-\tfrac18=\tfrac1{24}$ for $U'^2$:
\begin{equation}
\langle w_2\rangle_p=-\frac{\beta^2U''}{12\mu}+\frac{\beta^3U'^2}{24\mu}.
\label{local1}
\end{equation}
For the position integral, use $(U'e^{-\beta U})'=(U''-\beta U'^2)e^{-\beta U}$. The left side integrates to zero for a confining potential. Thus $U''$ may be replaced by $\beta U'^2$ under the integral, and $-\tfrac1{12}+\tfrac1{24}=-\tfrac1{24}$:
\begin{equation}
\frac{Z}{Z_{\rm cl}}=1-\frac{\hbar^2\beta^3}{24\mu}\left\langle U'^2\right\rangle_{\rm cl}+O(\hbar^4).
\label{z1}
\end{equation}

\textit{Limit: the harmonic oscillator.} With $U=\tfrac12\mu\omega^2x^2$ and $s=\beta\hbar\omega$, the levels give $Z=\sum_n e^{-(n+1/2)s}=1/[2\sinh(s/2)]$, while $Z_{\rm cl}=1/s$. Hence
\begin{equation}
\frac{Z}{Z_{\rm cl}}=\frac{s/2}{\sinh(s/2)}=1-\frac{s^2}{24}+\dots
\end{equation}
On the other side, equipartition gives $\langle U'^2\rangle_{\rm cl}=\mu^2\omega^4\langle x^2\rangle=\mu\omega^2/\beta$, and (\ref{z1}) also yields $1-s^2/24$. Sign and factor agree.

\section{Three dimensions}

Replace $p\,\partial_x$ by $\mathbf p\cdot\nabla$ and $D$ by $\mathbf D=\nabla-\beta\nabla U$. Equation (\ref{bloch1}) becomes
\begin{equation}
\partial_\beta w=\frac{\hbar^2}{2\mu}\mathbf D^2w+\frac{i\hbar}{\mu}\mathbf p\cdot\mathbf D\,w .
\label{bloch3}
\end{equation}
The first order is $w_1=-(i\beta^2/2\mu)\,\mathbf p\cdot\nabla U$. For the second,
\begin{align}
\mathbf D^21&=-\beta\nabla^2U+\beta^2|\nabla U|^2,\\
\frac{i}{\mu}\mathbf p\cdot\mathbf D\,w_1&=\frac{\beta^2}{2\mu^2}(\mathbf p\cdot\nabla)^2U-\frac{\beta^3}{2\mu^2}(\mathbf p\cdot\nabla U)^2 ,
\end{align}
and integration over $\beta$ gives
\begin{equation}
w_2=\frac{\beta^3|\nabla U|^2}{6\mu}-\frac{\beta^2\nabla^2U}{4\mu}
+\frac{\beta^3(\mathbf p\cdot\nabla)^2U}{6\mu^2}-\frac{\beta^4(\mathbf p\cdot\nabla U)^2}{8\mu^2}.
\end{equation}
With $\langle p_ip_j\rangle=\mu\delta_{ij}/\beta$ the same fractions appear as before:
\begin{equation}
\langle w_2\rangle_p=-\frac{\beta^2}{12\mu}\nabla^2U+\frac{\beta^3}{24\mu}|\nabla U|^2 .
\label{local3}
\end{equation}

The next order can be settled without calculating it. Equation (\ref{bloch3}) is unchanged when $\hbar$ and $\mathbf p$ both change sign. Therefore $w_n(-\mathbf p)=(-1)^nw_n(\mathbf p)$. Odd orders vanish in the momentum average, and the term after $\hbar^2$ is of order $\hbar^4$.

\textit{Limit: separable potentials.} If $U=U_1(x)+U_2(y)+U_3(z)$, the density is a product of three one-dimensional factors. To order $\hbar^2$ their corrections add. Equation (\ref{local3}) does this, because both $\nabla^2U$ and $|\nabla U|^2$ are then sums over the three directions.

\section{From one particle to a gas of pairs}

Let $Z_1$ and $Z_2$ be the partition functions of one and two particles in a volume $V$, and $z$ the fugacity. To second order,
\begin{align}
\frac{pV}{k_BT}&=zZ_1+z^2\left(Z_2-\tfrac12Z_1^2\right),\\
N&=zZ_1+2z^2\left(Z_2-\tfrac12Z_1^2\right).
\end{align}
Subtract, and use $z\simeq N/Z_1$ in the quadratic term:
\begin{equation}
\frac{pV}{k_BT}=N-\frac{N^2}{Z_1^2}\left(Z_2-\tfrac12Z_1^2\right)
\quad\Rightarrow\quad B=-V\left(\frac{Z_2}{Z_1^2}-\frac12\right).
\end{equation}
Without exchange, $Z_2$ is half the trace over two labelled particles, and $Z_1^2$ is the same trace without interaction. The centre-of-mass factor cancels in the ratio. The free relative trace is $V/\lambda_r^3$, with $\lambda_r^2=2\pi\hbar^2\beta/\mu$. Thus
\begin{equation}
B=-\tfrac12\lambda_r^3\,{\rm Tr}\left(e^{-\beta H}-e^{-\beta H_0}\right),
\label{trace}
\end{equation}
where $H$ and $H_0$ describe relative motion with and without $U$. The momentum integral of $e^{-\beta p^2/2\mu}/(2\pi\hbar)^3$ is $\lambda_r^{-3}$, so
\begin{equation}
B=-\tfrac12\int d^3r\left[e^{-\beta U}\left(1+\hbar^2\langle w_2\rangle_p\right)-1\right]+O(\hbar^4).
\end{equation}
The terms without $\hbar$ are $B_{\rm cl}$. For the rest, a spherical potential satisfies
\begin{equation}
\frac{d}{dr}\left(r^2U'e^{-\beta U}\right)=r^2e^{-\beta U}\left(\nabla^2U-\beta U'^2\right).
\end{equation}
The bracket on the left vanishes at large $r$, where $U'$ falls faster than $r^{-4}$. It vanishes at the origin because of $r^2$ or because of the core. Hence $\nabla^2U$ may again be replaced by $\beta U'^2$, and
\begin{equation}
B_{\rm q}=-\frac12\left(-\frac{\hbar^2\beta^3}{24\mu}\right)4\pi\int_0^\infty e^{-\beta U}U'^2r^2\,dr ,
\end{equation}
which is (\ref{main}), since $4\pi/48=\pi/12$.

The same integrated correction would follow classically from the potential $U+\hbar^2\beta^2U'^2/(24\mu)$, if the Boltzmann factor is expanded to first order in the added energy. Left in the exponent, the added energy gives a smaller correction, because $1-e^{-x}<x$ for $x>0$. In this integrated sense the quantum correction acts as an added positive energy wherever there is a force, though the slope of that energy need not be repulsive at every distance: for a Lennard-Jones potential it is attractive between the minimum and the inflection point of $U$. The correction raises $B$, although $B$ itself can remain negative.

\textit{Limit: a weak Gaussian.} Take $U=Ae^{-r^2/a^2}$ with $\beta|A|\ll1$, so that $e^{-\beta U}\simeq1$. From $\int_0^\infty t^4e^{-2t^2}dt=3\sqrt\pi/(32\sqrt2)$,
\begin{equation}
\int_0^\infty U'^2r^2dr=\frac{3\sqrt\pi}{8\sqrt2}A^2a,\qquad
B_{\rm q}\simeq\frac{\pi^{3/2}}{32\sqrt2}\,\frac{\hbar^2\beta^3A^2a}{\mu}.
\end{equation}
This is even in $A$. At finite strength the weight $e^{-\beta U}$ favours the well over the hill.

\textit{Test at finite strength.} Choose units with $\mu=k_BT=a=1$ and let $A=\pm1$. The trace (\ref{trace}) was computed independently by diagonalizing the radial Hamiltonian for each angular momentum. Subtracting $B_{\rm cl}$ leaves the full quantum shift:
\begin{center}
\begin{tabular}{ccccc}
$A$ & $\hbar$ & full shift & $B_{\rm q}$ & ratio\\
$+1$ & 0.50 & 0.020781 & 0.021871 & 0.9502\\
$+1$ & 0.25 & 0.005397 & 0.005468 & 0.9871\\
$-1$ & 0.50 & 0.042071 & 0.045256 & 0.9296\\
$-1$ & 0.25 & 0.011104 & 0.011314 & 0.9814
\end{tabular}
\end{center}
Both signs of $A$ give a positive shift. When $\hbar$ is halved, the departure of the ratio from one falls from 0.0498 to 0.0129 for the hill and from 0.0704 to 0.0186 for the well. Both factors are close to four, as expected if the next term is of order $\hbar^4$.

\section{Where the expansion fails: a hard wall}

Let $U=\varepsilon(\sigma/r)^n$ and put $t=\beta U$. Then $rU'=-nU$, so $U'^2r^2=n^2t^2/\beta^2$, and $dr=-r\,dt/(nt)$. With $r=\sigma(\beta\varepsilon/t)^{1/n}$,
\begin{equation}
\int_0^\infty e^{-\beta U}U'^2r^2dr=\frac{n}{\beta^2}\int_0^\infty te^{-t}r\,dt
=\frac{n\sigma}{\beta^2}(\beta\varepsilon)^{1/n}\,\Gamma\!\left(2-\frac1n\right).
\end{equation}
For large $n$ this tends to $n\sigma/\beta^2$. The correction grows in proportion to $n$ and has no hard-sphere limit. Direct quadrature at $\beta\varepsilon=1$ agrees: $B_{\rm q}$ rises by a factor 2.017 from $n=24$ to 48 and 2.009 from 48 to 96.

The length $L=\sigma/n$ measures the softness of the wall. Using $\hbar^2\beta/\mu=\lambda_r^2/2\pi$, the large-$n$ result is
\begin{equation}
B_{\rm q}\simeq\frac{\pi\hbar^2\beta n\sigma}{12\mu}=\frac{\sigma^2\lambda_r^2}{24L}=2\pi\sigma^2\delta,\qquad \delta=\frac{\lambda_r^2}{48\pi L}.
\end{equation}
Since a hard sphere has $B_{\rm cl}=2\pi\sigma^3/3$, $\delta$ is an apparent increase of the diameter. The term can be trusted only while $\delta$ is small; comparing $\delta$ with $L$ is a reasonable guide, though not a proved bound.

\section{Hydrogen carrier gas}

Hydrogen carries precursor vapour in chemical vapour deposition and may pass through a purifier cooled by liquid nitrogen. Consider 300 K and 77 K, both at 7600 Torr. This stands for a supply line and not for a typical reactor: deposition is usually run at or below atmospheric pressure, where the contribution of $B_{\rm q}$ to $pV/RT$ at the same temperature is at least about ten times smaller. The model is a Lennard-Jones potential with rough, rounded parameters: depth 35 K, diameter $\sigma=0.30$ nm and molecular mass 2.016 u.

Measure energies in kelvin, $u=U/k_B$, and define $c=\hbar^2/(2\mu k_B)=0.2406$ K nm$^2$. Then $\hbar^2/\mu=2k_Bc$, the powers of $k_B$ cancel, and
\begin{equation}
B_{\rm q}=\frac{\pi c}{6T^3}I,\qquad I=\int_0^\infty e^{-u/T}\left(\frac{du}{dr}\right)^2r^2\,dr .
\end{equation}
At 300 K, $I=4.155\times10^5$ K$^2$ nm. One nm$^3$ per pair is 602.2 cm$^3$/mol, so
\begin{equation}
B_{\rm q}=\frac{\pi(0.2406)(4.155\times10^5)}{6(300)^3}\times602.2=1.17\ {\rm cm^3/mol}.
\end{equation}
At 77 K, $I=5.224\times10^4$ K$^2$ nm and the same arithmetic gives 8.68 cm$^3$/mol. The rise is much weaker than $T^{-3}$ because $I$ falls on cooling: colder pairs climb less far up the steep wall.

In cm$^3$/mol, the values for this potential are:
\begin{center}
\begin{tabular}{ccccc}
$T$ & $B_{\rm cl}$ & $B_{\rm q}$ & $B_{\rm cl}+B_{\rm q}$ & full quantum $B$\\
300 K & 14.64 & 1.17 & 15.81 & 15.77\\
77 K & $-16.40$ & 8.68 & $-7.72$ & $-8.90$
\end{tabular}
\end{center}
The last column comes from (\ref{trace}), diagonalized within 2.0 nm and completed by a classical tail. At 300 K the full shift is 0.970 of $B_{\rm q}$. At 77 K it is about 0.86, and the higher orders contribute about $-1.2$ cm$^3$/mol. The leading term is then useful as an estimate, but not at the level of one cm$^3$/mol.

\textit{Exchange.} For spinless identical particles the trace gains $\pm{\rm Tr}(Pe^{-\beta H})$, where $P$ takes $\mathbf r$ to $-\mathbf r$ and the upper sign is for bosons. Without interaction,
\begin{equation}
B_{\rm ex}=\mp\frac12\int d^3r\,e^{-4\pi r^2/\lambda_r^2}=\mp\frac{\lambda_r^3}{16}=\mp\frac{\lambda^3}{2^{5/2}},\qquad \lambda=\frac{\lambda_r}{\sqrt2}.
\end{equation}
This is of order $\hbar^3$, outside the series above. Its size would be 0.04 cm$^3$/mol at 300 K and 0.29 at 77 K. With the Lennard-Jones core included, the computed exchange term is at most about $10^{-5}$ cm$^3$/mol at the two temperatures, which is the numerical floor and not a resolved value. The core keeps the particles from the short separations at which exchange would matter.

\textit{The model beside the real gas.} The measured room-temperature $B$ of hydrogen is positive and lies between 10 and 20 cm$^3$/mol, so the model has the right sign and rough size there. No comparison with measurement is made at 77 K. Real molecules are not structureless spheres. A three-charge model with a rough quadrupole moment of $0.5\,ea_0^2$ and classical rotation shifts $B$ by $-0.09$ cm$^3$/mol at 300 K and $-1.1$ at 77 K. Both values are only indications of size, since the rotation of hydrogen is quantized, noticeably at 300 K and strongly at 77 K. A diameter larger by 1\%, at fixed depth, changes $B_{\rm cl}$ by $+0.44$ and $-0.50$ cm$^3$/mol respectively. Anisotropic repulsion, quantized rotation and non-additive three-body forces are not sized here. If potential parameters were fitted to data with the classical formula, they already absorb part of the quantum effect, and adding $B_{\rm q}$ would count that part twice.

\textit{Effect on the gas law.} The ideal-gas density at 300 K and 7600 Torr is $4.06\times10^{-4}$ mol/cm$^3$. Multiplication by $B_{\rm q}$ gives a contribution of about 470 ppm to $pV/RT$. At 77 K the density is $1.58\times10^{-3}$ mol/cm$^3$ and the contribution of this leading term is 1.4\%; the full quantum shift from the table gives about 1.2\%. The classical, pairwise third-virial term adds 56 ppm and 0.12\%, so at this pressure it does not hide the quantum term.

\textit{A heavier precursor.} A silane-like gas at 300 K, with rough parameters 200 K, 0.40 nm and 32 u, has $B_{\rm cl}=-96.9$ and $B_{\rm q}=0.26$ cm$^3$/mol, a correction of 0.27\% of $|B_{\rm cl}|$. Mass alone, at fixed potential, would reduce the hydrogen value by a factor of 16. The actual reduction is 4.5, because the larger and deeper potential raises the force integral. For this model a classical calculation of $B$ is adequate at the one per cent level, as far as quantum effects on the relative translational motion are concerned. A real, non-spherical molecule has a further quantum correction from its rotation, which this model lacks and which is not sized here. The potential must be known more closely than that: at fixed depth $B_{\rm cl}$ is proportional to $\sigma^3$, so an error of 1\% in the diameter alone changes it by 3\%. The numerical output lists the values for all three cases.

\section*{Computed values}
\begin{verbatim}
Gaussian test, reduced units: mu = k_B T = range = 1
 height +1, hbar 0.50: full shift 0.020781, formula 0.021871, ratio 0.9502
 height +1, hbar 0.25: full shift 0.005397, formula 0.005468, ratio 0.9871
 height -1, hbar 0.50: full shift 0.042071, formula 0.045256, ratio 0.9296
 height -1, hbar 0.25: full shift 0.011104, formula 0.011314, ratio 0.9814
Wall r^-n: B_q ratio n=48/24 2.017, n=96/48 2.009
H2 model: depth 35 K, diameter 0.30 nm, mass 2.016 u
hbar^2/(2 mu k_B) = 0.2406 K nm^2; pressure 7600 Torr
Rough quadrupole 0.5 e a0^2, half bond 0.037 nm, end charge 0.511 e
H2 model at 300 K: thermal wavelength 0.0710 nm
 force integral 4.1546e+05 K^2 nm
 B_cl 14.642 cm3/mol
 B_q (formula) 1.167 cm3/mol
 B_cl + B_q 15.809 cm3/mol
 B full quantum, no exchange 15.775 cm3/mol
 higher orders in hbar -0.035 cm3/mol
 full shift / formula 0.970
 exchange size, free spinless gas 0.0381 cm3/mol
 exchange size with core, numerical floor 8e-10 cm3/mol
 quadrupole shift of B -0.092 cm3/mol
 shift of B_cl for diameter +1% +0.444 cm3/mol
 ideal-gas density 4.0622e-04 mol/cm3
 B_q*density 474.2 ppm of pV/RT
 third virial C 340.0 cm6/mol2, C*density^2 56.1 ppm
H2 model at 77 K: thermal wavelength 0.1401 nm
 force integral 52235 K^2 nm
 B_cl -16.404 cm3/mol
 B_q (formula) 8.681 cm3/mol
 B_cl + B_q -7.723 cm3/mol
 B full quantum, no exchange -8.903 cm3/mol
 higher orders in hbar -1.180 cm3/mol
 full shift / formula 0.864
 exchange size, free spinless gas 0.2929 cm3/mol
 exchange size with core, numerical floor 1e-05 cm3/mol
 quadrupole shift of B -1.109 cm3/mol
 shift of B_cl for diameter +1% -0.497 cm3/mol
 ideal-gas density 1.5827e-03 mol/cm3
 B_q*density 13739.1 ppm of pV/RT
 third virial C 475.4 cm6/mol2, C*density^2 1190.8 ppm
Silane-like model: 200 K, 0.40 nm, 32 u, 300 K
 B_cl -96.94 cm3/mol, B_q 0.2597 cm3/mol, |B_q/B_cl| 0.268 %
\end{verbatim}
